Quartz-crystal mass sensing with thick elastic films

A quartz-crystal microbalance monitors deposition or etching through the resonance frequency of a quartz plate vibrating in thickness shear. A thin deposit acts as added mass. A thick one also deforms, and its elasticity then enters the reading.

The plate occupies −h_q < z < 0 and a uniform, well-bonded film occupies 0 < z < h_f. The in-plane displacement is u(z)e^(−iωt), with ω = 2πf and f > 0. Motion is linear, lossless and uniform along the plate, and both outer faces are free of stress. Each layer has density ρ and shear modulus G, with subscripts q and f for quartz and film. Define

v = √(G/ρ), Z = ρv = √(ρG), f_q = v_q/(2h_q), f_f = v_f/(2h_f).

Here v is the shear-wave speed and Z the acoustic impedance; f_q and f_f are the half-wave frequencies of the separate layers.

Quartz is piezoelectric. Its shear stress is G_q du/dz minus a term proportional to the electric displacement, where G_q is the stiffened modulus. The electrodes are taken to be on open circuit, so that no oscillating charge reaches them, the electric displacement vanishes, and only the elastic term remains. Frequencies are given in MHz, kHz or Hz, film thicknesses in nm or μm, and masses per area in μg/cm².

**(a) Find the displacement in each layer and the conditions that join the layers.**

**Solution.** Newton's law for a thin slice equates mass times acceleration to the difference of the stresses on its faces:

−ρω²u = G d²u/dz².

The solutions are sines and cosines of kz with k = ω/v. A free face has du/dz = 0, so a cosine measured from that face is the required combination:

u = A cos[k_q(z + h_q)] in the quartz,
u = B cos[k_f(z − h_f)] in the film.

The phases across the layers are

θ_q = k_q h_q = 2πf h_q/v_q = πf/f_q,
θ_f = k_f h_f = πf/f_f.

A bonded interface does not slip, so u is continuous at z = 0:

A cos θ_q = B cos θ_f. (1)

The stress G du/dz is also continuous, since an interface without mass cannot support a net force. In the quartz its value at z = 0 is −G_q k_q A sin θ_q. In the film it is −G_f k_f B sin(−θ_f) = +G_f k_f B sin θ_f. Because Gk = ωG/v = ωρv = ωZ, a common factor ω cancels:

Z_q A sin θ_q = −Z_f B sin θ_f. (2)

**(b) Find the resonance condition. Can it be written with tangents for every mode?**

**Solution.** Equations (1) and (2) are linear and homogeneous in A and B:

A cos θ_q − B cos θ_f = 0,
A Z_q sin θ_q + B Z_f sin θ_f = 0.

A nonzero motion requires their determinant to vanish:

Z_q sin θ_q cos θ_f + Z_f cos θ_q sin θ_f = 0. (3)

If neither cosine vanishes, division by cos θ_q cos θ_f gives

Z_q tan(πf/f_q) + Z_f tan(πf/f_f) = 0. (4)

The exception is a real mode. If cos θ_q = 0, then sin θ_q ≠ 0 and (3) forces cos θ_f = 0; the converse follows in the same way. By (1), the interface is then a displacement node. Both tangents diverge, while (3) remains valid. Equation (3) is therefore the general condition, and (4) is its form away from such nodes.

**(c) A measurement gives the fundamental frequency f. Find the film mass per area, including the correct branch of the inverse tangent.**

**Solution.** The mass per area is m = ρ_f h_f. Since ρ_f = Z_f/v_f,

θ_f = 2πf h_f/v_f = 2πf m/Z_f. (5)

For 0 < f < f_q, set x = π(1 − f/f_q), which lies between 0 and π. Then θ_q = π − x, so sin θ_q = sin x and cos θ_q = −cos x. Equation (3) becomes

Z_q sin x cos θ_f = Z_f cos x sin θ_f.

Thus θ_f equals the polar angle of the point with horizontal coordinate Z_f cos x and vertical coordinate Z_q sin x, up to a multiple of π. Let Θ = atan2(Z_q sin x, Z_f cos x) be that angle, between 0 and π. The possible masses are

m_n(f) = Z_f(Θ + nπ)/(2πf), n = 0, 1, 2, …,

because a negative n would give a negative mass.

To identify the fundamental, differentiate the angle:

dΘ/dx = Z_q Z_f/(Z_q² sin²x + Z_f² cos²x) > 0.

As f rises, x falls, and so does Θ. Each m_n is a product of two positive decreasing factors, Θ + nπ and 1/f, so it decreases with f. The branch n = 0 runs from infinite mass as f → 0 to zero mass as f → f_q, and therefore meets every positive m once. At any given f the other branches have larger m_n, so if they reach the same m below f_q, they do so at a higher f. The lowest resonance thus belongs to n = 0:

m = [Z_f/(2πf)] atan2(Z_q sin x, Z_f cos x). (6)

For f > f_q/2 this is the ordinary arctangent of (Z_q/Z_f) tan x. Below f_q/2 that arctangent is negative, and π must be added. As the film becomes very thick, f → 0, x → π and Θ → π, so f/f_f → 1: the resonance approaches the half-wave resonance of the film.

**(d) Find the thin-film expansion through third order in mass. When does a reading based on the oscillation period become exact within this model?**

**Solution.** Let z = Z_f/Z_q from here on; the position coordinate is no longer needed under that letter. Let m_q = ρ_q h_q be the quartz mass per area. Since h_q = v_q/(2f_q), m_q = Z_q/(2f_q). Define μ = m/m_q and δ = 1 − f/f_q, so x = πδ.

For x small compared with both 1 and z (a stricter demand for soft films, where z is small), use tan x = x + x³/3 + … and arctan y = y − y³/3 + …, with y = (tan x)/z:

Θ = x/z + x³/(3z) − x³/(3z³) + ….

Since Z_f = zZ_q, equation (6) gives

m = [Z_q/(2πf)] [x + (x³/3)(1 − 1/z²) + …]. (7)

Divide by m_q = Z_q/(2f_q), use f/f_q = 1 − δ, and multiply by 1 − δ:

(1 − δ)μ = δ + cδ³ + …, c = (π²/3)(1 − 1/z²).

Insert δ = μ + aμ² + bμ³. The left side is μ − μ² − aμ³, and the right side is μ + aμ² + (b + c)μ³. Matching powers gives a = −1 and b = −a − c = 1 − c. Hence

1 − f/f_q = μ − μ² + [1 − (π²/3)(1 − 1/z²)]μ³ + …. (8)

The first term is the Sauerbrey law,

f_q − f ≈ 2f_q² m/Z_q.

It contains no elastic property of the film. Nor does the second term; film elasticity first enters at third order.

If Z_f = Z_q, then Θ = x over the whole interval, and (6) becomes

m = Z_q x/(2πf) = (Z_q/2)(1/f − 1/f_q). (9)

This period law is exact for matched impedances, even if the two wave speeds differ: no wave is reflected at the interface, and the film merely lengthens the acoustic path. For other impedances, (7) shows that the true mass exceeds the period reading by the relative amount (x²/3)(1 − 1/z²) at leading order. The period law therefore reads low for z > 1 and high for z < 1 in this regime.

**(e) A small mass is added to or removed from the free film surface, with film density and modulus fixed. Find the frequency change per mass and its physical meaning.**

**Solution.** Away from a nodal interface, write F(f,m) = Z_q tan θ_q + Z_f tan θ_f = 0. With (5),

∂F/∂m = 2πf/cos²θ_f,

∂F/∂f = (πZ_q/f_q)/cos²θ_q + 2πm/cos²θ_f.

Here πZ_q/f_q = 2πm_q. Since df/dm = −(∂F/∂m)/(∂F/∂f), multiplying top and bottom by cos²θ_f/(2π) gives

df/dm = −f/[m + m_q cos²θ_f/cos²θ_q].

By (1), the ratio of squared cosines is A²/B². Squaring (1), and squaring (2) after division by Z_q, gives

A² cos²θ_q = B² cos²θ_f,
A² sin²θ_q = z²B² sin²θ_f.

Their sum is A² = B²(cos²θ_f + z² sin²θ_f), so

df/dm = −f/[m + m_q(cos²θ_f + z² sin²θ_f)]. (10)

This has no singularity at a nodal interface, where it holds by continuity.

The energy of the mode explains the result. A slight extra layer at a stress-free surface stores no elastic energy at first order, but it moves with amplitude B. Rayleigh's principle, with ω² equal to elastic energy divided by the kinetic weight ∫ρu²dz (common factors cancelling), gives

2 df/f = −B² dm/∫ρu²dz.

Integrating the squared cosines, and using m_q = Z_qθ_q/ω and m = Z_fθ_f/ω, gives

∫ρu²dz = (m_q A² + mB²)/2 + [Z_q A² sin θ_q cos θ_q + Z_f B² sin θ_f cos θ_f]/(2ω).

The square bracket vanishes, as multiplying (1) by (2) shows. Substitution gives df/dm = −fB²/(mB² + m_qA²), which is (10). The sensitivity thus measures how strongly the outer surface moves compared with the whole resonator.

**(f) A 6 MHz sensor carries 3000 nm of sputtered tungsten as stock for thermal atomic layer etching. Find its frequency and compare the three readings of thickness.**

**Solution.** Rough typical values are ρ_q = 2.65 g/cm³, G_q = 29.5 GPa, ρ_f = 19.0 g/cm³ and G_f = 160 GPa. They give Z_q = 8.842×10⁶ and Z_f = 55.136×10⁶ kg/(m² s), so z = 6.236. The inverse, Z_q/Z_f, is called the Z-ratio and is here 0.1604.

The film mass is 19.0 g/cm³ × 3.000×10⁻⁴ cm = 5.700 mg/cm², or 5700 μg/cm². With m_q = 73 680 μg/cm², μ = 0.0774.

The lowest root of (3) is f = 5.5756 MHz, a fall of 424.4 kHz. The cubic series (8) gives 422.1 kHz, about 0.5 % less.

The Sauerbrey law gives

m = (8.842×10⁶)(4.244×10⁵)/[2(6.000×10⁶)²] = 0.0521 kg/m².

Division by 19 000 kg/m³ gives 2743 nm, 8.6 % below the true thickness. The period law multiplies this reading by f_q/f = 6.000/5.5756 and gives 2952 nm, 1.6 % low.

For the impedance-matched law, x = π(0.4244/6.000) = 0.2222 and Θ = arctan[(tan x)/6.236] = 0.03622. Hence

m = (55.136×10⁶)(0.03622)/[2π(5.5756×10⁶)] = 0.0570 kg/m²,

which returns 3000 nm. This recovers the input and does not validate the model against a real sensor.

A separate calculation of the modes from their kinetic and elastic energies, using polynomial displacements, tested equation (3). For tungsten thicknesses of 0.3, 3, 30, 150, 241.83 and 600 μm, the fundamental frequencies differed by at most 1.5×10⁻¹⁰ relative to the roots of (3).

Two of these films show the branches. At 241.83 μm, f_f = f_q and both layers are a quarter wave thick at f = 3.000 MHz, so the interface is a node. At 600 μm the fundamental is 2.164 MHz, below f_q/2, and the principal arctangent would give a negative mass.

**(g) One etch cycle removes 0.50 nm from the 3000 nm film. What step is seen, and how do the simpler laws read it?**

**Solution.** For θ_f = 0.03622, the squared amplitude ratio A²/B² is 1.0497. Equation (10) gives

|df/dm| = 5.5756×10⁶/[5700 + 73 680(1.0497)] = 67.1 Hz cm²/μg.

The thin-film value is 2f_q²/Z_q = 81.4 Hz cm²/μg, so the loaded sensor has 82 % of that sensitivity. Its response is 127.6 Hz/nm, and the frequency rises by 63.8 Hz per cycle.

The Sauerbrey law reads this step as 0.412 nm, about 18 % low. The period law reads 0.477 nm, about 4.5 % low. Both errors exceed those in total thickness because the relative reading error grows with the load: the slope of the reading suffers more than its accumulated value.

**(h) Which neglected effects matter for this sensor?**

**Solution.** The example is a tungsten-coated AT-cut crystal at 473 K, with densities and moduli not corrected for temperature. Its 3 μm film is a deliberately thick stock, far thicker than the film removed in a few etch cycles. Real sensors break several assumptions of the model. In the first three estimates below, the extra physics is included in both bare and loaded frequencies, and the mass is then read with (6). Thickness errors are relative to 3000 nm; removal errors are relative to a true removal of 100 nm.

- Short-circuited electrodes, with a squared piezoelectric coupling of 0.0078, change the thickness reading by +16.8 nm and the removal reading by +0.5 %.
- A lateral wavenumber of 2.405/(3 mm), perpendicular to the displacement, represents a vibration of finite width. The changes are −20.5 nm and −0.75 %. This treats quartz as isotropic and keeps the same width for bare and loaded plates. AT-cut quartz is anisotropic, and variation along the displacement can matter more. A lateral quartz stiffness of about 69 GPa, near the AT-cut value for variation perpendicular to the displacement, gives −30 nm and −1.1 %. Doubling the wavenumber as well, for a mode of radius 1.5 mm, gives about −120 nm and −4 %. These are size estimates, not a full mode calculation.
- Gold electrodes 150 nm thick on both faces change the readings by −6.8 nm and −0.4 %.

Material data matter unequally. Taking the film modulus 20 % low, at fixed density, changes the thickness by only −0.3 nm. Equation (7) explains this: the modulus enters through 1/z², which is small for stiff, dense tungsten, and is multiplied by x²/3. Taking the density 5 % low changes the thickness by +158 nm, mainly because mass must be divided by density. This is the largest thickness error among the effects estimated in this part.

A film stress of 1 GPa, with a rough stress coefficient of 3×10⁻¹¹ Pa⁻¹, gives a fractional shift of about 3.2×10⁻⁴ (coefficient × stress × h_f/h_q), or 1.8 kHz at the loaded frequency, equivalent to 14 nm. Its sign depends on the sign of the stress. If the stress is uniform and its effect disappears in proportion to thickness, the contribution per etch cycle is about 0.3 Hz.

Temperature is the main concern for a single cycle. Assume a cubic frequency–temperature curve centred on 298 K, with a rough coefficient of 10⁻¹⁰ K⁻³ and no linear term. Its slope at 473 K is

3(10⁻¹⁰)(175)²(6×10⁶) ≈ 55 Hz/K,

for the bare plate. The ratio f/f_q depends only on μ and z. A bonded film expands sideways with the plate, so μ stays fixed, and z matters little here. The loaded frequency then scales with f_q and drifts by about 51 Hz/K, equivalent to 0.40 nm/K. Unequal thermal expansion of film and quartz also changes the film stress, which for so thick a film can alter the slope by roughly 5–10 Hz/K. A drift of 1 K is therefore comparable to one etch step. Resolving a tenth of a step under these conditions requires temperature to be steady, or its effect corrected, to roughly 0.1 K.

Film loss and gas drag are much smaller here. A film loss tangent of 0.01 changes the frequency by about 0.02 Hz. For nitrogen at 1 Torr, the molecular free path is about 81 μm, while a molecule travels about 17 μm in the time 1/ω. Ordinary viscous flow is then a poor description. A free-molecular estimate takes the drag stress per surface velocity as gas density times mean speed divided by four, and gives a frequency scale of 0.03 Hz. Such drag is resistive and mainly damps the motion, so this number is a scale rather than a predicted shift.

Computed results

```
quartz density 2.65 g/cm3, shear modulus 29.5 GPa
tungsten density 19.0 g/cm3, shear modulus 160 GPa
bare frequency fq = 6.000 MHz
quartz thickness = 278.04 um
Zq = 8.842e6 kg/(m2 s), Zf = 55.136e6 kg/(m2 s)
z = Zf/Zq = 6.236; instrument Z-ratio Zq/Zf = 0.1604
film thickness = 3000 nm, temperature = 473 K
film mass = 5.700 mg/mm2 x 0.1 = 5700.0 ug/cm2
quartz mass = 73680.5 ug/cm2, mass ratio mu = 0.07736
film half-wave frequency ff = 483.65 MHz
loaded frequency f = 5.575603 MHz, shift = 424.397 kHz
shift from cubic series = 422.132 kHz
cubic coefficient = -2.2053
Sauerbrey reading = 2743.0 nm (-8.57 %)
period reading = 2951.7 nm (-1.61 %)
matched reading = 3000.0 nm (-0.00 %)
film phase = 0.03622 rad, A2/B2 = 1.04967
local sensitivity = 67.143 Hz cm2/ug
thin-film sensitivity = 81.433 Hz cm2/ug
local/thin-film sensitivity = 0.8245
frequency per thickness = 127.57 Hz/nm
etch step 0.50 nm raises f by 63.79 Hz
etch step read by Sauerbrey = 0.4123 nm
etch step read by period law = 0.4774 nm
nodal interface: film 241.83 um, f = 3.0000 MHz
600 um film: f = 2.1641 MHz
worst relative frequency difference from Ritz = 1.5e-10
Neglected effects: thickness error; error of a 100 nm removal
short circuit, K2 = 0.0078: +16.8 nm; +0.50 %
lateral radius 3 mm: -20.5 nm; -0.75 %
gold 150 nm on each face: -6.8 nm; -0.41 %
film modulus taken 20 % low: -0.33 nm
film density taken 5 % low: +157.8 nm
stress coefficient 3e-11 1/Pa, stress 1 GPa
stress shift size = 1942 Hz = 15.2 nm
stress shift size per etch step = 0.32 Hz
cubic temperature coefficient = 1e-10 1/K3 about 298 K
temperature drift = 55.1 Hz/K = 0.432 nm/K
film loss tangent 0.01: frequency change +0.0167 Hz
nitrogen at 1 Torr: drag size = 0.031 Hz
gas free path = 81 um, speed/omega = 17 um
```
